# Linear spin-orbit terms at an ideal silicon (001) interface from C2v symmetry: a program that tests the result

```python
# Result under test: at an ideal Si (001) interface (point group C2v) the spin-orbit
# terms linear in in-plane wave vector k of one valley-split subband are exactly
#   H1 = alpha (kx sy - ky sx) + beta (kx sx - ky sy),   x=[100], y=[010],
# sx, sy, sz: Pauli matrices; alpha, beta: real constants (eV nm).
# Road 1: average over the group with explicit SU(2) matrices.
# Road 2: atomistic sp3d5s* tight-binding slab, one atom per (001) layer and cell.
# Energies in eV, lengths in nm. z points from the barrier into the silicon.
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import splu
from scipy.optimize import minimize_scalar
from scipy.spatial.transform import Rotation
from scipy import constants as const

PAULI = [np.eye(2, dtype=complex), np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]), np.array([[1, 0], [0, -1]], complex)]

# ---------- Road 1: invariants by group averaging ----------
def close_group(generators):
    elements = [np.eye(3)]
    grown = True
    while grown:
        grown = False
        for a in list(elements):
            for g in generators:
                c = g @ a
                if not any(np.allclose(c, b) for b in elements):
                    elements.append(c)
                    grown = True
    return elements

def invariant_projector(generators):
    """Projector on invariants in the 8-dim space k_i (1, sx, sy, sz)."""
    group = close_group(generators)
    total = np.zeros((8, 8))
    for g in group:
        proper = np.linalg.det(g) * g          # inversion does not act on spin
        q = Rotation.from_matrix(proper).as_quat()
        U = q[3] * PAULI[0] - 1j * sum(q[j] * PAULI[j + 1] for j in range(3))
        W = np.array([[0.5 * np.trace(n @ U @ m @ U.conj().T).real
                       for m in PAULI] for n in PAULI])
        total += np.kron(g[:2, :2], W)
    return total / len(group), len(group)

C2Z = np.diag([-1., -1., 1.])
C2X = np.diag([1., -1., -1.])
C4Z = np.array([[0., -1., 0.], [1., 0., 0.], [0., 0., 1.]])
MIRROR = np.array([[0., 1., 0.], [1., 0., 0.], [0., 0., 1.]])
rashba = np.array([0, 0, 1, 0, 0, -1, 0, 0]) / np.sqrt(2)
dressel = np.array([0, 1, 0, 0, 0, 0, -1, 0]) / np.sqrt(2)
PR, PD = np.outer(rashba, rashba), np.outer(dressel, dressel)
cases = {"C2v": ([C2Z, MIRROR], PR + PD), "C4v": ([C4Z, MIRROR], PR),
         "D2d": ([C2Z, MIRROR, C2X], PD),
         "D2h": ([C2Z, MIRROR, -np.eye(3)], np.zeros((8, 8)))}
for name, (gens, expected) in cases.items():
    P, order = invariant_projector(gens)
    assert np.allclose(P, expected, atol=1e-12), name
    print(f"{name}: order {order}, linear-in-k invariants {round(np.trace(P))}")

# ---------- Road 2: tight-binding silicon ----------
A0 = 0.5431                                    # cubic lattice constant, nm
LAYER = A0 / 4
LAMBDA = 0.01989                               # p-orbital spin-orbit strength, eV
ES, EP, ED, ESS = -2.15168, 4.22925, 13.78950, 19.11650
HB2M = const.hbar**2 / const.m_e / const.e * 1e18   # hbar^2/m0, eV nm^2

# orbital order: s, px, py, pz, dxy, dyz, dzx, dx2-y2, dz2, s*
def sym(a, b):
    return (np.outer(a, b) + np.outer(b, a)) / np.sqrt(2)

def d_tensors(e1, e2, e3):
    return [sym(e1, e2), sym(e2, e3), sym(e3, e1),
            (np.outer(e1, e1) - np.outer(e2, e2)) / np.sqrt(2),
            np.sqrt(1.5) * (np.outer(e3, e3) - np.eye(3) / 3)]

CUBIC_D = d_tensors(*np.eye(3))
BOND = np.zeros((10, 10))                      # hopping in the frame of the bond
BOND[0, 0], BOND[9, 9] = -1.95933, -4.24135
BOND[0, 9] = BOND[9, 0] = -1.52230
BOND[0, 3], BOND[3, 0] = 3.02562, -3.02562
BOND[9, 3], BOND[3, 9] = 3.15565, -3.15565
BOND[0, 8] = BOND[8, 0] = -2.28485
BOND[9, 8] = BOND[8, 9] = -0.80993
BOND[3, 3] = 4.10364
BOND[1, 1] = BOND[2, 2] = -1.51801
BOND[3, 8], BOND[8, 3] = -1.35554, 1.35554
for p_orb, d_orb in ((1, 6), (2, 5)):
    BOND[p_orb, d_orb], BOND[d_orb, p_orb] = 2.38479, -2.38479
BOND[8, 8] = -1.68136
BOND[5, 5] = BOND[6, 6] = 2.58880
BOND[4, 4] = BOND[7, 7] = -1.81400

def hopping(direction):
    e3 = np.array(direction, float) / np.sqrt(3)
    e1 = np.cross(e3, [0, 0, 1.])
    e1 /= np.linalg.norm(e1)
    e2 = np.cross(e3, e1)
    frame = np.eye(10)
    frame[1:4, 1:4] = np.column_stack([e1, e2, e3])
    local = d_tensors(e1, e2, e3)
    frame[4:9, 4:9] = [[np.sum(c * t) for t in local] for c in CUBIC_D]
    return np.kron(frame @ BOND @ frame.T, np.eye(2))

def onsite(lam):
    H = np.kron(np.diag([ES] + [EP] * 3 + [ED] * 5 + [ESS]), np.eye(2)).astype(complex)
    for j in range(3):
        L = np.zeros((10, 10), complex)
        m, n = (j + 1) % 3, (j + 2) % 3
        L[1 + m, 1 + n], L[1 + n, 1 + m] = -1j, 1j
        H += lam * np.kron(L, PAULI[j + 1])
    return H

UP = [[(1, 1, 1), (-1, -1, 1)], [(-1, 1, 1), (1, -1, 1)]]   # upward bonds, two sublattices
HOP = {d: hopping(d) for pair in UP for d in pair}
for d in UP[1]:
    down = tuple(-c for c in d)
    HOP[down] = hopping(down)

def bulk_bands(k):
    H = np.zeros((40, 40), complex)
    H[:20, :20] = H[20:, 20:] = onsite(LAMBDA)
    bonds = UP[0] + [tuple(-c for c in d) for d in UP[1]]
    T = sum(HOP[d] * np.exp(1j * LAYER * np.dot(k, d)) for d in bonds)
    H[:20, 20:], H[20:, :20] = T, T.conj().T
    return np.linalg.eigvalsh(H)

KX = 2 * np.pi / A0
fit = minimize_scalar(lambda q: bulk_bands([0, 0, q * KX])[8], bounds=(0.6, 0.99),
                      method="bounded", options={"xatol": 1e-7})
k0, EC = fit.x, fit.fun
gap = EC - bulk_bands([0, 0, 0])[7]
dk = 0.1
def mass(step):
    base = np.array([0, 0, k0 * KX])
    curv = (bulk_bands(base + step)[8] + bulk_bands(base - step)[8] - 2 * EC) / dk**2
    return HB2M / curv
ml, mt = mass(np.array([0, 0, dk])), mass(np.array([dk, 0, 0]))
assert 1.0 < gap < 1.25 and 0.75 < k0 < 0.92 and 0.15 < mt < 0.25 and 0.7 < ml < 1.1
print(f"bulk gap {gap:.3f} eV; valley minimum {k0:.3f} x 2pi/a")
print(f"bulk masses: longitudinal {ml:.3f} m0, transverse {mt:.3f} m0")

def slab(potential, k=(0., 0.), lam=LAMBDA):
    """Hamiltonian and its derivatives with respect to kx and ky."""
    N = len(potential)
    H = sp.kron(sp.identity(N), onsite(lam)) + sp.kron(sp.diags(potential), np.eye(20))
    up = [0, 0, 0]
    for s in (0, 1):
        link = sp.diags((np.arange(N - 1) % 2 == s).astype(float), 1)
        for d in UP[s]:
            T = HOP[d] * np.exp(1j * LAYER * (k[0] * d[0] + k[1] * d[1]))
            block = sp.kron(link, T)
            for i, factor in enumerate((1, 1j * LAYER * d[0], 1j * LAYER * d[1])):
                up[i] = up[i] + factor * block
    # lift the broken sp3 bonds of the two outer faces far above the gap
    for layer, missing in ((0, [tuple(-c for c in d) for d in UP[1]]),
                           (N - 1, UP[(N - 1) % 2])):
        site = sp.coo_matrix(([1.0], ([layer], [layer])), shape=(N, N))
        for d in missing:
            h = np.zeros(10)
            h[0], h[1:4] = 0.5, 0.5 * np.array(d)
            H = H + sp.kron(site, 30.0 * np.kron(np.outer(h, h), np.eye(2)))
    full = [u + u.conj().T for u in up]
    return (H + full[0]).tocsc(), full[1].tocsr(), full[2].tocsr()

def lowest_states(H):
    """Block inverse iteration: finds degenerate partners reliably."""
    rng = np.random.default_rng(1)
    n = H.shape[0]
    V = rng.normal(size=(n, 12)) + 1j * rng.normal(size=(n, 12))
    sigma = EC
    for sweeps in (8, 14):
        lu = splu((H - sigma * sp.identity(n)).tocsc(), permc_spec="NATURAL")
        for _ in range(sweeps):
            V = np.linalg.qr(lu.solve(V))[0]
        M = V.conj().T @ (H @ V)
        energy, u = np.linalg.eigh((M + M.conj().T) / 2)
        V = V @ u
        sigma = energy[np.argmin(abs(energy - sigma))] - 1e-3
    residual = np.linalg.norm(H @ V[:, :4] - V[:, :4] * energy[:4])
    assert residual < 1e-9
    return energy[:4], V[:, :4]

def along_110(fx, fy):
    return (fx + fy) / np.sqrt(2), (fy - fx) / np.sqrt(2)

def fix_spin_basis(P):
    """Label a doublet by its physical spin in the axes [110], [-110], [001]."""
    n = P.shape[0] // 2
    def spin(m):
        return P.conj().T @ (sp.kron(sp.identity(n), m).tocsr() @ P)
    u = np.linalg.eigh(spin(PAULI[3]))[1][:, ::-1]
    s1, s2 = along_110(PAULI[1], PAULI[2])
    off = (u.conj().T @ spin(s1) @ u)[0, 1]
    u = u @ np.diag([1, np.conj(off) / abs(off)])
    assert np.allclose(u.conj().T @ spin(s2) @ u, PAULI[2], atol=0.02)
    return P @ u

def pauli_parts(left, derivs, right):
    return np.array([[0.5 * np.trace(left.conj().T @ (D @ right) @ s) for s in PAULI]
                     for D in derivs])

def forbidden(parts):
    rest = parts.copy()
    rest[0, 2] = rest[1, 1] = 0
    return abs(rest).max()

def analyse(potential, lam=LAMBDA):
    H, Dx, Dy = slab(potential, lam=lam)
    E, V = lowest_states(H)
    assert abs(E[1] - E[0]) < 1e-11 and abs(E[3] - E[2]) < 1e-11   # Kramers pairs
    derivs = along_110(Dx, Dy)
    doublets = [fix_spin_basis(V[:, :2]), fix_spin_basis(V[:, 2:])]
    coefficients, leak = [], 0.0
    for P in doublets:
        c = pauli_parts(P, derivs, P)
        leak = max(leak, forbidden(c))
        alpha = (c[0, 2] - c[1, 1]).real / 2
        beta = -(c[0, 2] + c[1, 1]).real / 2
        coefficients.append((alpha, beta))
    inter = pauli_parts(doublets[0], derivs, doublets[1])
    assert leak < 1e-9                          # only the two invariants survive
    return E, np.array(coefficients), leak, inter

BARRIER, FIELD, NTOT, NB = 0.150, 0.005, 134, 30     # eV, V/nm, layers, layers
def interface(nb=NB, field=FIELD, ramp=1):
    position = np.arange(NTOT) - nb + 0.5            # layers from the interface
    step = np.clip(0.5 - position / ramp, 0, 1)
    return BARRIER * step + field * LAYER * position

E, coef, leak, inter = analyse(interface())
alpha, beta = coef[0]
size = np.hypot(alpha, beta)
assert size > 1e-8
print(f"field {FIELD*10:.3f} MV/cm; barrier {BARRIER*1e3:.0f} meV")
print(f"barrier {NB*LAYER:.2f} nm, silicon {(NTOT-NB)*LAYER:.2f} nm")
print(f"ground energy above bulk minimum {(E[0]-EC)*1e3:.2f} meV")
print(f"valley splitting {(E[2]-E[0])*1e3:.4f} meV")
for label, (a, b) in zip(("lower", "upper"), coef):
    print(f"{label} valley: alpha {a*1e6:.4f}, beta {b*1e6:.4f} ueV nm")
print(f"lower valley: alpha {alpha*const.e*1e-9:.3e}, beta {beta*const.e*1e-9:.3e} J m")
print(f"lower valley: alpha-beta {(alpha-beta)*1e6:.4f} ueV nm")
print(f"lower valley: alpha+beta {(alpha+beta)*1e6:.4f} ueV nm")
print(f"largest forbidden coefficient {leak*1e6:.1e} ueV nm")

# valley-off-diagonal block: same two forms, with one common phase
p, q = inter[0, 2], inter[1, 1]
assert forbidden(inter) < 1e-9
assert abs((p * np.conj(q)).imag) < 1e-3 * max(abs(p), abs(q))**2
print(f"between valleys: |kx'sy'| {abs(p)*1e6:.4f}, |ky'sx'| {abs(q)*1e6:.4f} ueV nm")

# splitting from diagonalization at finite k against the angular formula
def computed_splitting(k, phi):
    H = slab(interface(), (k * np.cos(phi), k * np.sin(phi)))[0]
    e = lowest_states(H)[0]
    return e[1] - e[0]

def linear_splitting(k, phi):
    return 2 * k * np.sqrt(alpha**2 + beta**2 - 2 * alpha * beta * np.sin(2 * phi))

ktest = 0.005
for degrees in (0, 20, 45, 135):
    phi = np.radians(degrees)
    got, want = computed_splitting(ktest, phi), linear_splitting(ktest, phi)
    print(f"k={ktest} /nm, {degrees} deg: slab {got*1e9:.4f}, formula {want*1e9:.4f} neV")
    assert abs(got - want) < 0.01 * 2 * ktest * size

# moving the interface by one atomic layer in the same crystal
moved = analyse(interface(nb=NB + 1))[1][0]
assert np.allclose(moved, [alpha, -beta], atol=0.01 * size)
print(f"moved one layer: alpha {moved[0]*1e6:.4f}, beta {moved[1]*1e6:.4f} ueV nm")

# both constants are first order in the atomic spin-orbit strength
half = analyse(interface(), lam=LAMBDA / 2)[1][0]
assert np.linalg.norm(2 * half - coef[0]) < 0.1 * size
print(f"half spin-orbit: alpha {half[0]*1e6:.4f}, beta {half[1]*1e6:.4f} ueV nm")

# symmetric wells without field
for layers in (73, 72):
    well = np.full(layers + 48, BARRIER)
    well[24:24 + layers] = 0.0
    Ew, cw, _, _ = analyse(well)
    a, b = cw[0]
    assert abs(a) < 1e-9
    assert abs(b) > 1e-8 if layers % 2 else abs(b) < 1e-9
    print(f"well {layers} layers: alpha {a*1e6:.5f}, beta {b*1e6:.5f} ueV nm")
    print(f"  its valley splitting {(Ew[2]-Ew[0])*1e3:.4f} meV")

# example: dot wave number, and sizes of what the linear ideal model leaves out
dot_energy = 1e-3
dot_length = np.sqrt(HB2M / mt / dot_energy)
kdot = 1 / dot_length
print(f"dot: level spacing {dot_energy*1e3:.1f} meV, length {dot_length:.2f} nm")
print(f"dot wave number {kdot:.4f} /nm")
for name, degrees in (("[110]", 45), ("[-110]", 135)):
    phi = np.radians(degrees)
    full, lin = computed_splitting(kdot, phi), linear_splitting(kdot, phi)
    print(f"dot k along {name}: linear {lin*1e9:.3f}, full slab {full*1e9:.3f} neV")
Eg, cg, _, _ = analyse(interface(ramp=5))
print(f"interface graded over {5*LAYER:.2f} nm: valley splitting {(Eg[2]-Eg[0])*1e3:.4f} meV")
print(f"  alpha {cg[0,0]*1e6:.4f}, beta {cg[0,1]*1e6:.4f} ueV nm")
Ef, cf, _, _ = analyse(interface(field=2 * FIELD))
print(f"field {2*FIELD*10:.3f} MV/cm: valley splitting {(Ef[2]-Ef[0])*1e3:.4f} meV")
print(f"  alpha {cf[0,0]*1e6:.4f}, beta {cf[0,1]*1e6:.4f} ueV nm")
height = BARRIER - (E[0] - EC)
exponent = 4 / 3 * np.sqrt(2 * ml / HB2M) * height**1.5 / FIELD
print(f"WKB exponent for escape through a thick barrier {exponent:.1f}")
print(f"potential drop over slab {FIELD*NTOT*LAYER:.3f} eV (gap {gap:.3f} eV)")
print(f"thermal energy at 0.1 K {const.k*0.1/const.e*1e6:.2f} ueV")
print("all good")
```

Printed output:

```
C2v: order 4, linear-in-k invariants 2
C4v: order 8, linear-in-k invariants 1
D2d: order 8, linear-in-k invariants 1
D2h: order 8, linear-in-k invariants 0
bulk gap 1.131 eV; valley minimum 0.813 x 2pi/a
bulk masses: longitudinal 0.891 m0, transverse 0.201 m0
field 0.050 MV/cm; barrier 150 meV
barrier 4.07 nm, silicon 14.12 nm
ground energy above bulk minimum 21.10 meV
valley splitting 0.1060 meV
lower valley: alpha -0.0066, beta 6.5174 ueV nm
upper valley: alpha 0.0018, beta -6.0864 ueV nm
lower valley: alpha -1.059e-36, beta 1.044e-33 J m
lower valley: alpha-beta -6.5240 ueV nm
lower valley: alpha+beta 6.5108 ueV nm
largest forbidden coefficient 3.1e-11 ueV nm
between valleys: |kx'sy'| 4.1279, |ky'sx'| 3.9661 ueV nm
k=0.005 /nm, 0 deg: slab 65.1744, formula 65.1743 neV
k=0.005 /nm, 20 deg: slab 65.2129, formula 65.2168 neV
k=0.005 /nm, 45 deg: slab 65.2343, formula 65.2404 neV
k=0.005 /nm, 135 deg: slab 65.1142, formula 65.1082 neV
moved one layer: alpha -0.0066, beta -6.5175 ueV nm
half spin-orbit: alpha -0.0032, beta 3.2558 ueV nm
well 73 layers: alpha -0.00000, beta 1.64098 ueV nm
  its valley splitting 0.0264 meV
well 72 layers: alpha -0.00000, beta 0.00000 ueV nm
  its valley splitting 0.0001 meV
dot: level spacing 1.0 meV, length 19.46 nm
dot wave number 0.0514 /nm
dot k along [110]: linear 670.643, full slab 664.052 neV
dot k along [-110]: linear 669.285, full slab 675.761 neV
interface graded over 0.68 nm: valley splitting 0.0189 meV
  alpha -0.0005, beta 4.6619 ueV nm
field 0.100 MV/cm: valley splitting 0.2090 meV
  alpha -0.0121, beta 14.6476 ueV nm
WKB exponent for escape through a thick barrier 59.7
potential drop over slab 0.091 eV (gap 1.131 eV)
thermal energy at 0.1 K 8.62 ueV
all good
```
